# The Casimir–Polder Integral for the Dispersion Coefficient C6: test program

```python
"""
Result under test (atomic units):
  1/(a+b) = (2/pi) * integral_0^inf a b / ((a^2+u^2)(b^2+u^2)) du,   a, b > 0
  C6 = (3/pi) * integral_0^inf alpha_A(iu) alpha_B(iu) du
where the orientation-averaged dispersion energy of A and B is -C6/R^6.
Symbols: R distance, u imaginary frequency, alpha(iu) mean polarizability,
omega excitation energies, d transition dipole vectors from the ground state.
The models A and B have one ground and two excited states each and no
ground-state dipole; dipole elements among excited states are included.
"""
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.constants import physical_constants


def integrate_half_line(function):
    return quad(function, 0, np.inf, epsabs=0, epsrel=1e-10, limit=300)[0]


def identity_integral(a, b):
    return 2 / np.pi * integrate_half_line(
        lambda u: a * b / ((a * a + u * u) * (b * b + u * u)))


# --- the integral identity, and its failure for opposite signs ---
print("Identity: a, b, integral side, 1/(a+b)  [all dimensionless]")
for a, b in [(0.4, 0.6), (1.0, 1.0), (0.05, 3.0)]:
    value = identity_integral(a, b)
    assert abs(value * (a + b) - 1) < 1e-8
    print(f"  {a:5.2f} {b:5.2f} {value:.8f} {1 / (a + b):.8f}")
a, b = -0.5, 1.2
value = identity_integral(a, b)
assert abs(value - 1 / (a + b)) > 1
print("Opposite signs, where the identity fails:")
print(f"  {a:5.2f} {b:5.2f} {value:.6f} {1 / (a + b):.6f}")

# --- dipole-dipole energy against the Coulomb sum of four charges ---
coupling = np.diag([1.0, 1.0, -2.0])
dipole_1, dipole_2 = np.array([0.6, 0, 0.8]), np.array([0, 0.6, 0.8])
distance, length = 10.0, 0.01
coulomb = 0.0
for s1 in (1, -1):
    for s2 in (1, -1):
        r1 = s1 * length / 2 * dipole_1
        r2 = np.array([0, 0, distance]) + s2 * length / 2 * dipole_2
        coulomb += s1 * s2 / length**2 / np.linalg.norm(r2 - r1)
dipole_energy = dipole_1 @ coupling @ dipole_2 / distance**3
assert abs(coulomb / dipole_energy - 1) < 1e-5
print(f"Two unit dipoles, R = {distance:.0f} a0: four charges"
      f" {coulomb:.8f} Eh, formula {dipole_energy:.8f} Eh")


# --- model systems ---
def dipole_matrices(d01, d02, d12, d11, d22):
    """Array [component, state, state] of a real dipole operator."""
    m = np.zeros((3, 3, 3))
    m[:, 0, 1] = m[:, 1, 0] = d01
    m[:, 0, 2] = m[:, 2, 0] = d02
    m[:, 1, 2] = m[:, 2, 1] = d12
    m[:, 1, 1], m[:, 2, 2] = d11, d22
    return m


levels_a = np.array([0.0, 0.4, 1.0])
levels_b = np.array([0.0, 0.6, 1.4])
dip_a = dipole_matrices([0, 0, 1.5], [0.6, 0, 0.8], [0.5, 0, 0.3],
                        [0.3, 0, 0.2], [0, 0, -0.4])
dip_b = dipole_matrices([0, 1, 1], [1, 0, 0], [0.2, 0.4, 0],
                        [0, 0.3, 0], [0.1, 0, 0.5])
omega_a, omega_b = levels_a[1:], levels_b[1:]
dsq_a = np.sum(dip_a[:, 0, 1:]**2, axis=0)
dsq_b = np.sum(dip_b[:, 0, 1:]**2, axis=0)
for name, omegas, squares in (("A", omega_a, dsq_a), ("B", omega_b, dsq_b)):
    for w, s in zip(omegas, squares):
        print(f"Model {name}: omega = {w:.1f} Eh, |d|^2 = {s:.2f} (e a0)^2")


def alpha(omegas, squares, u):
    return 2 / 3 * np.sum(omegas * squares / (omegas**2 + u**2))


# --- alpha(iu) from time propagation in a field growing as exp(u t) ---
def propagated_alpha(levels, dip, u, strength=1e-4):
    trace = 0.0
    for axis in range(3):
        for sign in (1, -1):
            def rhs(t, c):
                field = sign * strength * np.exp(u * t)
                return -1j * (levels * c - field * (dip[axis] @ c))
            start = np.array([1, 0, 0], dtype=complex)
            run = solve_ivp(rhs, (-20 / u, 0), start, method="DOP853",
                            rtol=1e-10, atol=1e-13)
            assert run.success
            c = run.y[:, -1]
            moment = np.real(c.conj() @ dip[axis] @ c) / np.real(c.conj() @ c)
            trace += sign * moment / (2 * strength)
    return trace / 3


u_test = 0.5
print(f"Growing field, u = {u_test} Eh: propagated alpha, formula [a0^3]")
for name, levels, dip, squares in (("A", levels_a, dip_a, dsq_a),
                                   ("B", levels_b, dip_b, dsq_b)):
    dynamic = propagated_alpha(levels, dip, u_test)
    formula = alpha(levels[1:], squares, u_test)
    assert abs(dynamic / formula - 1) < 1e-5
    print(f"  {name}: {dynamic:.6f} {formula:.6f}")

print("u [Eh], alpha_A(iu) [a0^3], alpha_B(iu) [a0^3]")
for u in (0.0, 0.5, 1.0, 2.0):
    print(f"  {u:.1f} {alpha(omega_a, dsq_a, u):.6f}"
          f" {alpha(omega_b, dsq_b, u):.6f}")

# --- C6 as a double sum and as an integral ---
print("Pair contributions to C6: omega_A, omega_B [Eh], term [Eh a0^6]")
c6_sum = 0.0
for wa, sa in zip(omega_a, dsq_a):
    for wb, sb in zip(omega_b, dsq_b):
        term = 2 / 3 * sa * sb / (wa + wb)
        c6_sum += term
        print(f"  {wa:.1f} {wb:.1f} {term:.6f}")


def integrand(u):
    return alpha(omega_a, dsq_a, u) * alpha(omega_b, dsq_b, u)


area = integrate_half_line(integrand)
c6_integral = 3 / np.pi * area
assert abs(c6_integral / c6_sum - 1) < 1e-8
print(f"Integral of alpha_A alpha_B du = {area:.6f} Eh a0^6")
print(f"C6 from double sum = {c6_sum:.6f} Eh a0^6")
print(f"C6 from integral   = {c6_integral:.6f} Eh a0^6")
hartree = physical_constants["Hartree energy"][0]
bohr = physical_constants["Bohr radius"][0]
print(f"C6 converted       = {c6_integral * hartree * bohr**6:.4e} J m^6")

# --- few-point Gauss-Legendre rule with u = scale (1+x)/(1-x) ---
scale = 0.6
print(f"Gauss-Legendre, u = {scale} Eh (1+x)/(1-x): points, C6 [Eh a0^6]")
for count in (2, 4, 8):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    c6_rule = 3 / np.pi * sum(
        w * 2 * scale / (1 - x)**2 * integrand(scale * (1 + x) / (1 - x))
        for x, w in zip(nodes, weights))
    print(f"  {count} {c6_rule:.6f}")
assert abs(c6_rule / c6_sum - 1) < 1e-3


# --- exact diagonalization averaged over independent orientations ---
def rotation_z(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1]])


def rotation_y(cosine):
    s = np.sqrt(1 - cosine**2)
    return np.array([[cosine, 0, s], [0, 1, 0], [-s, 0, cosine]])


angles = 2 * np.pi * np.arange(5) / 5
cosines, cosine_weights = np.polynomial.legendre.leggauss(3)
rotations, rotation_weights = [], []
for first in angles:
    for cosine, weight in zip(cosines, cosine_weights):
        for last in angles:
            rotations.append(rotation_z(first) @ rotation_y(cosine)
                             @ rotation_z(last))
            rotation_weights.append(weight / 2 / len(angles)**2)
rotations = np.array(rotations)
rotation_weights = np.array(rotation_weights)
assert abs(rotation_weights.sum() - 1) < 1e-12

turned_a = np.einsum("rij,jpq->ripq", rotations, dip_a)
turned_b = np.einsum("rij,jpq->ripq", rotations, dip_b)
coupled_a = np.einsum("ij,ripq->rjpq", coupling, turned_a)
number = len(rotations)
interaction = np.einsum("rjpq,sjkl->rspkql", coupled_a, turned_b)
interaction = interaction.reshape(number, number, 9, 9)
free = np.diag(np.add.outer(levels_a, levels_b).ravel())

print(f"Exact diagonalization, {number**2} orientation pairs:")
print("R [a0], mean energy [Eh], -R^6 * mean energy [Eh a0^6]")
deviations = []
for distance in (5.0, 10.0, 20.0):
    ground = np.linalg.eigvalsh(free + interaction / distance**3)[..., 0]
    mean_energy = rotation_weights @ ground @ rotation_weights
    scaled = -mean_energy * distance**6
    deviations.append(abs(scaled / c6_integral - 1))
    print(f"  {distance:4.0f} {mean_energy:.6e} {scaled:.6f}")
assert deviations[2] < deviations[1] < deviations[0]
assert deviations[2] < 1e-5
print("Relative deviations from C6: "
      + ", ".join(f"{x:.1e}" for x in deviations))

print("all assertions hold")
```

Printed output:

```
Identity: a, b, integral side, 1/(a+b)  [all dimensionless]
   0.40  0.60 1.00000000 1.00000000
   1.00  1.00 0.50000000 0.50000000
   0.05  3.00 0.32786885 0.32786885
Opposite signs, where the identity fails:
  -0.50  1.20 -0.588235 1.428571
Two unit dipoles, R = 10 a0: four charges -0.00128000 Eh, formula -0.00128000 Eh
Model A: omega = 0.4 Eh, |d|^2 = 2.25 (e a0)^2
Model A: omega = 1.0 Eh, |d|^2 = 1.00 (e a0)^2
Model B: omega = 0.6 Eh, |d|^2 = 2.00 (e a0)^2
Model B: omega = 1.4 Eh, |d|^2 = 1.00 (e a0)^2
Growing field, u = 0.5 Eh: propagated alpha, formula [a0^3]
  A: 1.996748 1.996748
  B: 1.733798 1.733798
u [Eh], alpha_A(iu) [a0^3], alpha_B(iu) [a0^3]
  0.0 4.416667 2.698413
  0.5 1.996748 1.733798
  1.0 0.850575 0.903551
  2.0 0.277564 0.340086
Pair contributions to C6: omega_A, omega_B [Eh], term [Eh a0^6]
  0.4 0.6 3.000000
  0.4 1.4 0.833333
  1.0 0.6 0.833333
  1.0 1.4 0.277778
Integral of alpha_A alpha_B du = 5.177810 Eh a0^6
C6 from double sum = 4.944444 Eh a0^6
C6 from integral   = 4.944444 Eh a0^6
C6 converted       = 4.7335e-79 J m^6
Gauss-Legendre, u = 0.6 Eh (1+x)/(1-x): points, C6 [Eh a0^6]
  2 4.954363
  4 4.965203
  8 4.944440
Exact diagonalization, 5625 orientation pairs:
R [a0], mean energy [Eh], -R^6 * mean energy [Eh a0^6]
     5 -3.163542e-04 4.943035
    10 -4.944422e-06 4.944422
    20 -7.725694e-08 4.944444
Relative deviations from C6: 2.9e-04, 4.5e-06, 7.0e-08
all assertions hold
```
